# Second-order LDA energy and matching potential in a PAW sphere: a program that tests the result

```python
"""LDA exchange-correlation energy in a PAW sphere, expanded about n0.

Result under test (hartree atomic units, orthonormal real harmonics S_L):
  E = int r^2 dr [4 pi f(n0) + (1/2) f''(n0) sum_{L != 00} n_L^2] + O(3)
  v_L  = f''(n0) n_L                                     for L != 00
  v_00 = sqrt(4 pi) f'(n0) + f'''(n0) sum n_L^2 / (2 sqrt(4 pi))
f(n) = n eps_xc(n); n = sum_L n_L(r) S_L; n0 = n_00/sqrt(4 pi).
D is the on-site density matrix in the order s, px, py, pz.
AE = all-electron density, PS = smooth density.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import binom
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ROOT = np.sqrt(4 * np.pi)

# ---- LDA energy density and its derivatives (Slater + Perdew-Wang) ----
dens = sp.symbols("n", positive=True)
rs = (3 / (4 * sp.pi * dens)) ** sp.Rational(1, 3)
A_PW, ALPHA = 0.0310907, 0.21370
BETA = (7.5957, 3.5876, 1.6382, 0.49294)
series_rs = sum(b * rs ** sp.Rational(k + 1, 2) for k, b in enumerate(BETA))
eps_c = -2 * A_PW * (1 + ALPHA * rs) * sp.log(1 + 1 / (2 * A_PW * series_rs))
eps_x = -sp.Rational(3, 4) * (3 * dens / sp.pi) ** sp.Rational(1, 3)
f_expr = dens * (eps_x + eps_c)
f0, f1, f2, f3 = [sp.lambdify(dens, sp.diff(f_expr, dens, k), "numpy", cse=True)
                  for k in range(4)]
probe = np.geomspace(0.01, 100.0, 30)
exc_lib, vxc_lib = libxc.eval_xc("LDA_X,LDA_C_PW_MOD", probe, spin=0, deriv=1)[:2]
assert np.allclose(f0(probe) / probe, np.ravel(exc_lib), rtol=1e-6)
assert np.allclose(f1(probe), np.ravel(vxc_lib[0]), rtol=1e-6)


# ---- angular grid and real harmonics up to l = 2 ----
def angular_grid(n_theta, n_phi):
    u, wu = np.polynomial.legendre.leggauss(n_theta)
    ph = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    s = np.sqrt(1 - u**2)
    x = np.outer(s, np.cos(ph)).ravel()
    y = np.outer(s, np.sin(ph)).ravel()
    z = np.outer(u, np.ones(n_phi)).ravel()
    weight = np.outer(wu, np.full(n_phi, 2 * np.pi / n_phi)).ravel()
    c1, c2 = np.sqrt(3), np.sqrt(15)
    harm = np.array([np.ones_like(x), c1 * x, c1 * y, c1 * z,
                     c2 * x * y, c2 * y * z, np.sqrt(5) / 2 * (3 * z**2 - 1),
                     c2 * x * z, c2 / 2 * (x**2 - y**2)]) / ROOT
    return harm, weight


NAMES = ["00", "1x", "1y", "1z", "2xy", "2yz", "2z2", "2xz", "2x2-y2"]
S, W_ANG = angular_grid(24, 24)
assert np.allclose((S * W_ANG) @ S.T, np.eye(9), atol=1e-12)
GAUNT = np.einsum("a,La,Ma,Na->LMN", W_ANG, S, S, S)
G_ORB = GAUNT[:4, :4, :]

# ---- model partial waves and core density ----
ZC, ZV, RC = 5.5, 1.6, 1.3
D = np.diag([1.5, 0.6, 0.5, 1.4])
D[0, 3] = D[3, 0] = 0.3
R = sp.symbols("r", positive=True)
mix = (6 / (ZC + ZV) ** 4) / (2 / (2 * ZC) ** 3)
norm_p = 24 / (2 * ZV) ** 5
norm_s = norm_p - mix**2 * 2 / (2 * ZC) ** 3
s_expr = (R * sp.exp(-ZV * R) - mix * sp.exp(-ZC * R)) / np.sqrt(norm_s)
p_expr = R * sp.exp(-ZV * R) / np.sqrt(norm_p)
core_expr = 2 * ZC**3 / np.pi * sp.exp(-2 * ZC * R)
AE_FUNCS = [sp.lambdify(R, e, "numpy") for e in (s_expr, p_expr, core_expr)]


def match_polynomial(expr, l):
    """Coefficients of r^l (a + b r^2 + c r^4) joined smoothly at RC."""
    matrix = [[float(sp.diff(R ** (l + 2 * k), R, j).subs(R, RC))
               for k in range(3)] for j in range(3)]
    rhs = [float(sp.diff(expr, R, j).subs(R, RC)) for j in range(3)]
    return np.linalg.solve(np.array(matrix), np.array(rhs))


PS_COEF = [match_polynomial(s_expr, 0), match_polynomial(p_expr, 1),
           match_polynomial(core_expr, 0)]


def waves(kind, r):
    if kind == "AE":
        s, p, core = [g(r) for g in AE_FUNCS]
    else:
        s, p, core = [sum(c * r ** (l + 2 * k) for k, c in enumerate(co))
                      for co, l in zip(PS_COEF, (0, 1, 0))]
    return np.array([s, p, p, p]), core


r_full, w_full = np.polynomial.legendre.leggauss(200)
r_full, w_full = 15 * (r_full + 1), 15 * w_full
phi_full = waves("AE", r_full)[0]
assert np.allclose((w_full * r_full**2 * phi_full**2).sum(axis=1), 1, atol=1e-8)
core_orbital = np.exp(-ZC * r_full)
assert abs(np.sum(w_full * r_full**2 * phi_full[0] * core_orbital)) < 1e-9


def radial_grid(n):
    x, w = np.polynomial.legendre.leggauss(n)
    r = RC * (x + 1) / 2
    return r, RC / 2 * w * r**2


def full_density(phi, core, harm):
    psi = phi[:, :, None] * harm[:4, None, :]
    return np.einsum("ij,ira,jra->ra", D, psi, psi) + core[:, None]


def components(phi, core, dmat):
    n_l = np.einsum("ij,ir,jr,ijL->Lr", dmat, phi, phi, G_ORB)
    n_l[0] += ROOT * core
    return n_l


RAD, W_RAD = radial_grid(60)


def energy_quadrature(density):
    return W_RAD @ f0(density) @ W_ANG


def energy_second(n_l):
    n0 = n_l[0] / ROOT
    return W_RAD @ (4 * np.pi * f0(n0) + 0.5 * f2(n0) * (n_l[1:] ** 2).sum(axis=0))


def potential_second(n_l, keep_third=True):
    n0 = n_l[0] / ROOT
    v = f2(n0) * n_l
    v[0] = ROOT * f1(n0)
    if keep_third:
        v[0] += f3(n0) * (n_l[1:] ** 2).sum(axis=0) / (2 * ROOT)
    return v


def potential_projected(density):
    return np.einsum("a,La,ra->Lr", W_ANG, S, f1(density))


def matrix_elements(phi, v):
    return np.einsum("r,ir,jr,ijL,Lr->ij", W_RAD, phi, phi, G_ORB, v,
                     optimize=True)


out = {}
for kind in ("AE", "PS"):
    phi, core = waves(kind, RAD)
    n_full = full_density(phi, core, S)
    n_l = components(phi, core, D)
    n0 = n_l[0] / ROOT
    delta = n_full - n0[:, None]
    ratio = np.max(np.abs(delta) / n0[:, None])
    assert n_full.min() > 0 and ratio < 1
    assert np.all(f2(n_full) < 0)

    exact = energy_quadrature(n_full)
    # finer grids in radius and angle must give the same energy
    r_fine, w_fine = radial_grid(90)
    s_fine, wa_fine = angular_grid(40, 40)
    fine = w_fine @ f0(full_density(*waves(kind, r_fine), s_fine)) @ wa_fine
    assert abs(fine - exact) < 1e-8

    spherical = W_RAD @ (4 * np.pi * f0(n0))
    second = energy_second(n_l)
    by_l = [0.5 * W_RAD @ (f2(n0) * (n_l[a:b] ** 2).sum(axis=0))
            for a, b in ((1, 4), (4, 9))]
    third = W_RAD @ (f3(n0) * np.einsum("LMN,Lr,Mr,Nr->r", GAUNT[1:, 1:, 1:],
                                        n_l[1:], n_l[1:], n_l[1:],
                                        optimize=True)) / 6
    assert exact < spherical
    assert abs(second - exact) < abs(spherical - exact)

    # orders of the expansion, from the full energy at scaled anisotropy
    lam = 0.02
    e_plus = energy_quadrature(n0[:, None] + lam * delta)
    e_minus = energy_quadrature(n0[:, None] - lam * delta)
    quad_coef = (e_plus + e_minus - 2 * spherical) / (2 * lam**2)
    odd_part = (e_plus - e_minus) / 2
    assert abs(quad_coef / (second - spherical) - 1) < 5e-3
    assert abs(odd_part / lam**3 / third - 1) < 2e-2

    # potential components against numerical derivatives of the energy
    v_l = potential_second(n_l)
    shape, step = np.exp(-RAD), 1e-5
    for L in range(9):
        up, down = n_l.copy(), n_l.copy()
        up[L] += step * shape
        down[L] -= step * shape
        slope = (energy_second(up) - energy_second(down)) / (2 * step)
        assert abs(slope - W_RAD @ (v_l[L] * shape)) < 1e-6

    # order of the potential error against the exact projection
    errors = []
    for lam in (0.01, 0.005):
        scaled = n_l.copy()
        scaled[1:] *= lam
        diff = (potential_second(scaled)
                - potential_projected(n0[:, None] + lam * delta))
        errors.append([np.sqrt(W_RAD @ diff[0] ** 2),
                       np.sqrt(W_RAD @ (diff[1:] ** 2).sum(axis=0))])
    order_00, order_l = np.log2(np.array(errors[0]) / np.array(errors[1]))
    assert abs(order_00 - 3) < 0.1 and abs(order_l - 2) < 0.1

    # matrix elements against derivatives with respect to D
    v_mat = matrix_elements(phi, v_l)
    v_cut = matrix_elements(phi, potential_second(n_l, keep_third=False))
    v_exact = matrix_elements(phi, potential_projected(n_full))
    slopes = np.zeros((4, 4))
    for i in range(4):
        for j in range(4):
            change = np.zeros((4, 4))
            change[i, j] = 1e-5
            slopes[i, j] = (energy_second(components(phi, core, D + change))
                            - energy_second(components(phi, core, D - change))
                            ) / 2e-5
    assert np.allclose(slopes, v_mat, atol=1e-6)
    assert abs(slopes[0, 0] - v_cut[0, 0]) > 1e-4
    out[kind] = dict(exact=exact, sph=spherical, second=second, by_l=by_l,
                     third=third, ratio=ratio, o0=order_00, ol=order_l,
                     v=v_mat, cut=v_cut, vex=v_exact)

# ---- pure p_z density, exchange only: delta/n0 = 3u^2 - 1 reaches 2 ----
u, wu = np.polynomial.legendre.leggauss(64)
x_rel = 3 * u**2 - 1
pz_exact = 3 ** (4 / 3) * 3 / 11
u_fine, wu_fine = np.polynomial.legendre.leggauss(400)
assert abs(0.5 * wu_fine @ (3 * u_fine**2) ** (4 / 3) - pz_exact) < 1e-7
terms = [binom(4 / 3, k) * 0.5 * (wu @ x_rel**k) for k in range(41)]
partial = np.cumsum(terms)
assert abs(partial[2] - pz_exact) < 0.01 and abs(partial[40] - pz_exact) > 1

# ---- printed numbers ----
print(f"Slater exponents core, valence: {ZC}, {ZV} 1/bohr; r_c = {RC} bohr")
print("D diagonal s,px,py,pz:", np.diag(D), " D(s,pz):", D[0, 3])
print(f"core admixture in s wave: {mix:.5f} bohr")
print(f"norm integrals s, p: {norm_s:.6f}, {norm_p:.6f} bohr^5")
for label, co in zip(("s wave", "p wave", "core density"), PS_COEF):
    print(f"smooth {label} a,b,c (a.u.):", " ".join(f"{c:.6f}" for c in co))
for kind in ("AE", "PS"):
    o = out[kind]
    print(f"{kind} max |delta n|/n0: {o['ratio']:.4f}")
    print(f"{kind} E full quadrature: {o['exact']:.6f} hartree")
    print(f"{kind} E spherical term: {o['sph']:.6f} hartree")
    print(f"{kind} second-order term l=1: {o['by_l'][0]:.6f} hartree")
    print(f"{kind} second-order term l=2: {o['by_l'][1]:.6f} hartree")
    print(f"{kind} E to second order: {o['second']:.6f} hartree")
    print(f"{kind} error of second order: {o['second'] - o['exact']:.6f} hartree")
    print(f"{kind} third-order term T3: {o['third']:.6f} hartree")
    print(f"{kind} potential error order, 00 and others: {o['o0']:.3f}, {o['ol']:.3f}")
for key, label in (("exact", "full"), ("sph", "spherical"), ("second", "second order")):
    diff = out["AE"][key] - out["PS"][key]
    print(f"PAW difference AE-PS, {label}: {diff:.6f} hartree = {diff * HARTREE_EV:.4f} eV")

r_one = np.array([1.0])
phi_one, core_one = waves("AE", r_one)
n_one = components(phi_one, core_one, D)
v_one = potential_second(n_one)
v_one_exact = potential_projected(full_density(phi_one, core_one, S))
n0_one = n_one[0] / ROOT
print(f"AE at r = 1 bohr: n0 = {n0_one[0]:.6f} bohr^-3")
print(f"f', f'', f''' there (a.u.): {f1(n0_one)[0]:.6f} {f2(n0_one)[0]:.6f} {f3(n0_one)[0]:.6f}")
for L in (0, 3, 6, 8):
    print(f"L={NAMES[L]}: n_L {n_one[L, 0]:.6f} bohr^-3, v_L {v_one[L, 0]:.6f},"
          f" projected {v_one_exact[L, 0]:.6f} hartree")
v_one_cut = potential_second(n_one, keep_third=False)
print(f"v_00 there without f''' term: {v_one_cut[0, 0]:.6f} hartree")
for i, j, label in ((0, 0, "s,s"), (1, 1, "px,px"), (3, 3, "pz,pz"), (0, 3, "s,pz")):
    a, b, c = [out["AE"][k][i, j] for k in ("v", "cut", "vex")]
    print(f"AE dE/dD({label}): {a:.6f}, no f''' {b:.6f}, full LDA {c:.6f} hartree")
for i, j, label in ((0, 0, "s,s"), (3, 3, "pz,pz"), (0, 3, "s,pz")):
    a, c = [out["AE"][k][i, j] - out["PS"][k][i, j] for k in ("v", "vex")]
    print(f"AE-PS dE/dD({label}): {a:.6f}, full LDA {c:.6f} hartree")
print(f"pure p_z exchange/spherical exchange, exact: {pz_exact:.5f}")
for k in (2, 3, 10, 20, 40):
    print(f"pure p_z ratio, series to order {k}: {partial[k]:.5g}")
print("OK")
```

Printed output:

```
Slater exponents core, valence: 5.5, 1.6 1/bohr; r_c = 1.3 bohr
D diagonal s,px,py,pz: [1.5 0.6 0.5 1.4]  D(s,pz): 0.3
core admixture in s wave: 1.57132 bohr
norm integrals s, p: 0.067815, 0.071526 bohr^5
smooth s wave a,b,c (a.u.): 1.001436 -0.263423 0.021942
smooth p wave a,b,c (a.u.): 1.327020 -0.730159 0.130975
smooth core density a,b,c (a.u.): 0.002316 -0.002388 0.000625
AE max |delta n|/n0: 0.6736
AE E full quadrature: -4.029008 hartree
AE E spherical term: -4.021203 hartree
AE second-order term l=1: -0.002935 hartree
AE second-order term l=2: -0.005216 hartree
AE E to second order: -4.029354 hartree
AE error of second order: -0.000346 hartree
AE third-order term T3: 0.000454 hartree
AE potential error order, 00 and others: 2.997, 1.997
PS max |delta n|/n0: 0.6729
PS E full quadrature: -0.697365 hartree
PS E spherical term: -0.690266 hartree
PS second-order term l=1: -0.003189 hartree
PS second-order term l=2: -0.004245 hartree
PS E to second order: -0.697700 hartree
PS error of second order: -0.000335 hartree
PS third-order term T3: 0.000437 hartree
PS potential error order, 00 and others: 2.997, 1.997
PAW difference AE-PS, full: -3.331643 hartree = -90.6586 eV
PAW difference AE-PS, spherical: -3.330936 hartree = -90.6394 eV
PAW difference AE-PS, second order: -3.331654 hartree = -90.6589 eV
AE at r = 1 bohr: n0 = 0.182403 bohr^-3
f', f'', f''' there (a.u.): -0.623762 -1.064457 3.958623
L=00: n_L 0.646601 bohr^-3, v_L -2.197614, projected -2.198890 hartree
L=1z: n_L 0.095912 bohr^-3, v_L -0.102094, projected -0.093454 hartree
L=2z2: n_L 0.122224 bohr^-3, v_L -0.130102, projected -0.123707 hartree
L=2x2-y2: n_L 0.012453 bohr^-3, v_L -0.013255, projected -0.014649 hartree
v_00 there without f''' term: -2.211178 hartree
AE dE/dD(s,s): -0.277842, no f''' -0.279075, full LDA -0.277955 hartree
AE dE/dD(px,px): -0.264537, no f''' -0.265844, full LDA -0.265039 hartree
AE dE/dD(pz,pz): -0.281686, no f''' -0.282994, full LDA -0.281248 hartree
AE dE/dD(s,pz): -0.009783, no f''' -0.009783, full LDA -0.008976 hartree
AE-PS dE/dD(s,s): -0.018099, full LDA -0.018079 hartree
AE-PS dE/dD(pz,pz): -0.069855, full LDA -0.069816 hartree
AE-PS dE/dD(s,pz): 0.000846, full LDA 0.000828 hartree
pure p_z exchange/spherical exchange, exact: 1.18002
pure p_z ratio, series to order 2: 1.1778
pure p_z ratio, series to order 3: 1.1552
pure p_z ratio, series to order 10: 1.2124
pure p_z ratio, series to order 20: 4.6568
pure p_z ratio, series to order 40: 3.6421e+05
OK
```
